How hindered rotation lowers the classical solubility of nitrogen in glass

**Question**

I am stuck on an exercise about N₂ dissolved as intact molecules in a silica-like glass. In the first model the molecule rotates freely in its cage. In the second, the rotation is replaced by two librations of 100 cm⁻¹ each. I am to show that at 1000 K the classical solubility falls to roughly 0.28 of the free-rotor value.

With a bond length of 1.10 Å I find a rotational constant B = 1.99 cm⁻¹, and kT is 695 cm⁻¹. The free rotor then has kT/B = 349 states and the two librations have (695/100)² = 48.3. The quotient is 0.138, half of what I should get. Where is the factor of two?

I also have two doubts about the model. Why may I compare these two numbers alone, when the molecule does so much else in the glass and in the gas? And since kT is seven times the libration quantum, is the molecule still librating at all, or does it turn over?

**Answer**

The factor of two comes from the two identical ends of N₂: you have counted them as distinguishable in the rotor and then kept one of the two resulting wells for the librator. Your second doubt is justified too. The requested number follows from the harmonic model, but at 1000 K that model is being stretched. The size of the error, and even its sign, can be worked out only once a shape is assumed for the well away from the axis.

**Why a ratio of partition functions is enough**

Let the glass have N_s equal, independent sites per unit volume, each holding at most one molecule. Write λ = exp(μ/k_BT), with μ the chemical potential. An empty site has weight 1 and a filled one has weight λq_site, where q_site is the partition function of one molecule in the site. The filled fraction is therefore

f = λq_site/(1 + λq_site).

For an ideal gas in a volume V, the sum over all particle numbers is

Σ_N (λq_gas)^N/N! = exp(λq_gas),

and its mean particle number is N = λq_gas. Here q_gas = (V/Λ³)q_int, with Λ = h/√(2πmk_BT) the thermal wavelength and q_int the internal partition function (rotation and bond stretch). With n_gas = N/V this gives

λ = n_gas Λ³/q_int.

At equilibrium λ is the same in gas and glass. If few sites are filled, λq_site ≪ 1 and f ≈ λq_site, so the dissolved density is

n = N_s f = N_s n_gas Λ³ q_site/q_int.

Now assume that the motions in the site separate:

q_site = exp(ε/k_BT) q_cage q_stretch q_orient.

Here ε is the binding energy, measured down from the gas to the minimum of the potential in the site; q_cage belongs to the rattling of the whole molecule, q_stretch to the bond and q_orient to its orientation. Your exercise changes q_orient and leaves the rest alone. With temperature, pressure, N_s, ε, q_cage and q_stretch held fixed, everything else cancels:

R = n_lib/n_free = q_lib/q_free.

The gas molecules rotate freely in both cases, so their rotation cancels as well.

The step from f to a simple ratio can be checked without chemical potentials. Distribute 5000 molecules between a gas and 2×10⁶ sites, and give each division, with n molecules in sites, its statistical weight

W(n) ∝ [M!/(n!(M−n)!)] q_site^n q_gas^(N−n)/(N−n)!,

where M is the number of sites and N = 5000. Choose Mq_site/q_gas = 0.5 for the free rotor, and multiply q_site by 0.2759 for the librator (the value of q_lib/q_free from quantum level sums, found below). The mean number dissolved per molecule left in the gas then changes by the factor 0.2760. The small difference is site exclusion, which is slightly stronger in the fuller, free-rotor case.

**The free rotor, with its symmetry number**

For a linear molecule with moment of inertia I, the rotational energy is

H = p_θ²/(2I) + p_φ²/(2I sin²θ).

Turning N₂ end for end gives the same configuration, so the phase-space integral over all directions counts each configuration twice and must be divided by 2:

q_free = (1/2)(1/h²) ∫dθ dφ dp_θ dp_φ exp(−H/k_BT).

The Gaussian integral over p_θ gives √(2πIk_BT). The one over p_φ gives √(2πIk_BT) sinθ, because its effective inertia is I sin²θ. Their product is 2πIk_BT sinθ, and the integral of sinθ over all θ and φ is 4π. Hence

q_free = (1/2)(2πIk_BT/h²)(4π) = 4π²Ik_BT/h².

The rotational constant as a wavenumber is B = h/(8π²cI), so that hcB = h²/(8π²I). Substituting I = h²/(8π²hcB),

q_free = k_BT/(2hcB).

From here on I measure energies in cm⁻¹ and write kT for k_BT/(hc). Then

q_free = kT/(2B) = 695.03/(2 × 1.9898) = 174.65.

Quantum mechanics supplies the same factor 1/2 through the nuclear spins. A ¹⁴N nucleus has spin 1, so the pair has 3 × 3 = 9 spin states, 6 symmetric and 3 antisymmetric under exchange. The nuclei are bosons, so the symmetric states go with even J and the antisymmetric with odd J. Normalized by 9, the weights are 2/3 and 1/3, with mean 1/2. Summing (2J+1)exp[−BJ(J+1)/kT] with these weights gives 174.81, which is 0.1 % above the classical value.

**The two librations**

Suppose the cage prefers one axis. Near that axis, let u and v be the small tilt angles in two perpendicular directions. With an angular stiffness K,

H = (p_u² + p_v²)/(2I) + K(u² + v²)/2.

One direction contributes, with K for the moment in joules,

(1/h) √(2πIk_BT) √(2πk_BT/K) = (2πk_BT/h)√(I/K) = k_BT/(ħω),

where ω = √(K/I). In wavenumbers ħω becomes w, so each libration gives kT/w = 6.9503 and the pair gives

q_lib = (kT/w)² = 6.9503² = 48.307.

This is the integral over one well. The axis has two ends, so there are two wells, at θ = 0 and θ = π, and they are related by the half turn that exchanges the atoms. The full count is 2(kT/w)², and division by the symmetry number 2 brings it back to (kT/w)². You may therefore use either of two consistent counts:

ends identical: (kT/w)² divided by kT/(2B);

ends labelled: 2(kT/w)² divided by kT/B.

Both give the same quotient. Your 0.138 took the numerator from the first line and the denominator from the second. The labelled count also shows that the ratio owes nothing to the statistics of the nuclei: for ¹⁴N¹⁵N in the same potential, B and w² are both proportional to 1/I, so the classical ratio found below would not change at all.

**The requested ratio**

Dividing,

R = (kT/w)² · (2B/kT) = 2BkT/w².

One power of kT survives because the librations have two quadratic potential terms that the free rotor lacks. With the numbers,

R = 2 × 1.9898 × 695.03/100² = 0.2766,

which is the 0.28 you were asked for.

The bond length enters as 1/r², since B ∝ 1/r² at fixed w. Your 1.10 Å is a round value. A parabola through three PBE0/def2-TZVP energies 0.02 Å apart gives 1.090 Å and R = 0.2817; steps of 0.005 Å move this to 1.0895 Å and 0.2820, and the smaller def2-SVP basis gives 1.098 Å and 0.278. The basis thus shifts the bond by about 0.008 Å and R by 0.004, and no basis larger than def2-TZVP was tried, so only R ≈ 0.28 should be read from it. That calculation uses an approximate functional and a finite basis, and it gives the bottom of the bond potential without averaging over the zero-point vibration. It supports the round input to about one per cent.

Is the classical treatment good enough? Put x = w/kT = 0.144. The level sum of one oscillator, with energies counted from the bottom of the well, is

Σ exp[−x(v + 1/2)] = 1/[2 sinh(x/2)] ≈ (1/x)(1 − x²/24).

Squared, this lowers q_lib by the fraction x²/12, or 0.17 %, to 48.224. With the quantum sum for the rotor as well, the ratio is 48.224/174.81 = 0.2759. The energy zero matters here. If the levels were counted from the ground state while ε still referred to the potential minimum, the zero-point energy of 2 × 50 cm⁻¹ would be lost and R would come out too large by exp(100/695), about 15 %.

**What the number means**

The momentum integrals are the same for rotor and librator, so R must be a statement about angles alone. To see it, use ω² = K/I. Then (hcw)² = ħ²K/I, while hcB = ħ²/(2I), so with K also expressed in cm⁻¹

w² = 2BK, and hence R = 2BkT/(2BK) = kT/K.

The same result comes from solid angles. Each well admits an effective patch

∫₀^∞ 2πθ exp[−Kθ²/(2kT)] dθ = 2πkT/K.

Two patches out of the full 4π make a fraction kT/K. With K = 2512.8 cm⁻¹ per square radian, this is 695.03/2512.8 = 0.2766. The librator is less soluble because fewer orientations are thermally accessible at the same minimum energy.

It is tempting to call this purely a loss of entropy, but in the harmonic model it is mostly energy. The free-energy cost is −kT ln R = 1.285 kT. By equipartition the two angular springs store kT/2 each, kT in all. The remaining 0.285 kT is the entropy part, a loss of 0.285 k_B per molecule. The stored energy also explains why the harmonic R rises in proportion to T, since differentiating the angular integral gives d ln R/d ln T = ⟨V⟩/kT = 1: it is 0.2213 at 800 K and 0.3319 at 1200 K.

**Does the molecule really librate at 1000 K?**

In the harmonic well the rms tilt in each of the two directions is √(kT/K) = √0.2766 = 0.526 rad, or 30.1°. That is no small angle, so the parabola needs a replacement that respects the sphere. The simplest one with the right symmetry is

V(θ) = V₀ sin²θ, with V₀ = K/2,

since V₀ sin²θ ≈ V₀θ² = Kθ²/2 near the axis. Its barrier is V₀ = 0.156 eV, and a = V₀/kT = 1.81. This barrier is not fixed by the libration frequency; it follows from the assumed shape. A well with the same curvature and steeper walls has a higher one: the parabola Kθ²/2 continued to the equator reaches 4.5 kT. In the sin²θ well, a molecule with less than two kT of barrier in front of it will turn over fairly often, so there "hindered rotor" describes it better than "librator".

The momentum integrals still cancel. What remains is the mean Boltzmann factor over all directions. With x = cosθ,

R_sin = (1/2)∫₋₁¹ exp[−a(1 − x²)] dx = ∫₀¹ exp[−a(1 − x²)] dx.

Substituting y = √a x turns this into

R_sin = D(√a)/√a, where D(z) = exp(−z²)∫₀^z exp(y²) dy

is Dawson's function. At a = 1.8076 the value is 0.351, which is 27 % above the harmonic 0.277. This number belongs to the sin²θ shape. With the same curvature, the parabola continued on the sphere to the equator gives 0.251 and V₀(sin²θ + sin⁴θ) gives 0.222, both below the harmonic value.

To recover the harmonic result in the stiff limit, put s = 1 − x, so that 1 − x² = 2s − s². For large a the integral comes from small s, and the upper limit may be moved to infinity once the second exponential is expanded:

R_sin ≈ ∫₀^∞ exp(−2as)(1 + as²) ds = 1/(2a) + 2a/(2a)³ = (1/2a)(1 + 1/(2a)).

The leading term is 1/(2a) = kT/K, as it must be. The correction has two sources. Since sin²θ ≈ θ² − θ⁴/3, the true well is softer than the parabola; with the harmonic mean ⟨θ⁴⟩ = 2/a² this adds (a/3)(2/a²) = 2/(3a). Since sinθ ≈ θ(1 − θ²/6), the sphere has less area than the flat plane; with ⟨θ²⟩ = 1/a this subtracts 1/(6a). The sum is 1/(2a). Softening wins, so the harmonic model underestimates the solubility in a stiff well of this shape, and it still does so at a = 1.81.

At a = 1.81 the first correction gives 0.353, close to the full 0.351, but this closeness should not be trusted as convergence. The next term of the expansion, a²s⁴/2, adds 3/(4a²) = 0.23 inside the bracket, nearly as much as the first correction. At such a low barrier one has to use the integral itself.

In the opposite limit, a ≪ 1, expanding the exponential gives

R_sin ≈ 1 − a∫₀¹(1 − x²) dx = 1 − 2a/3,

and the free rotor returns smoothly. The harmonic formula misses this limit: it reaches R = 1 at 3615 K and keeps growing, because its flat plane has no edge. On the sphere, a potential that is nowhere below its minimum value of zero has a mean Boltzmann factor of at most 1.

I also diagonalized BL² + V₀ sin²θ in spherical harmonics, with L² the squared angular momentum in units of ħ². Apart from the tunnelling partner of the ground level, which is practically degenerate with it, the first excitation lies at 97.95 cm⁻¹, so the potential does represent a 100 cm⁻¹ libration, apart from a shift of about B. The quantum ratio at 1000 K is 0.3507 against 0.3508 from the classical integral. The trouble with the harmonic answer is therefore the shape of the well; quantization hardly matters here. The matching matters slightly: if V₀ is raised until the first excitation, rather than the curvature, corresponds to 100 cm⁻¹, then a = 1.88 and the classical ratio is 0.338 instead of 0.351.

**What "falls" depends on**

The comparison holds the minimum energy fixed. Suppose instead that the average of the potential over all orientations, taken with equal weight, is held fixed when hindering is switched on. For V₀ sin²θ that average is 2V₀/3, so the whole potential must be lowered by 2V₀/3, and the ratio becomes

R_mean = exp(2a/3) R_sin = 1.17.

The solubility now rises. The direction is general for classical orientation: the mean of exp(−V/kT) is never less than exp(−⟨V⟩/kT), by the convexity of the exponential. The exercise is right as long as one adds "at the same potential minimum".

The number of preferred axes matters as well. If a site had g equally deep and well-separated axes, the harmonic contributions would add and R would be multiplied by g. This needs stiff wells. With a 30° tilt the wells overlap: three cubic axes with V = V₀(x²y² + y²z² + z²x²), where x, y, z are the direction cosines, give 0.71 instead of 3 × 0.277 = 0.83, and R can never exceed 1. The value 0.28 belongs to one axis per site.

**An absolute number, and the real glass**

To see the ratio in engineering terms, take 760 Torr of N₂ at 1000 K, so that n_gas = 7.34×10¹⁸ cm⁻³. For the glass take rough model values: N_s = 2×10²¹ cm⁻³, three cage vibrations of w_c = 100 cm⁻¹, ε = 0 and a bond stretch unchanged from the gas. For the free rotor, rotation and stretch then cancel between q_site and q_int, and only q_cage = (kT/w_c)³ remains. The thermal wavelength is 0.01043 nm, and each site offers an effective free volume

v = Λ³(kT/w_c)³ = (0.01043 nm)³ × 6.9503³ = 3.81×10⁻⁴ nm³ = 3.81×10⁻²⁵ cm³.

The free-rotor solubility is then

n_free = N_s n_gas v = 2×10²¹ × 7.34×10¹⁸ × 3.81×10⁻²⁵ ≈ 5.6×10¹⁵ cm⁻³.

The harmonic librator gives 0.2766 times this, 1.5×10¹⁵ cm⁻³, and the hindered rotor 2.0×10¹⁵ cm⁻³. About three sites in a million are filled even in the free-rotor case, so the dilute limit is safe.

These are outputs of a model and should not be read as measured solubilities. At 1200 K the ratio is 0.33 in the harmonic model and 0.41 for the hindered rotor, with the same potential. In a real glass the sites are not all equal. If equal shares of the sites had w = 80, 100 and 120 cm⁻¹ at a common minimum energy, the harmonic ratios 0.432, 0.277 and 0.192 would average to 0.30, and the hindered-rotor values 0.493, 0.351 and 0.246 to 0.36. Differences in binding energy can weigh more. Since kT is 0.086 eV here, a tighter site whose minimum also lies 0.1 eV higher loses a further factor exp(0.1/0.086) ≈ 3.2. The model also leaves out the coupling of tilt to cage motion, the relaxation of the glass around the molecule, and any failure to reach equilibrium with the gas.

For your exercise, then, write R = 2BkT/w² = 0.28, and state the conditions: harmonic librations, one axis per site, and an unchanged potential minimum. With the same stiffness and a sin²θ potential the ratio is 0.35; whether that is the better estimate depends on the true shape of the well, since steeper walls can bring the ratio below 0.28. The numerical output below lists the main values.

Numbers as computed

```
temperature                          1000 K
thermal energy kT                    695.03 cm^-1
libration wavenumber                 100 cm^-1
bond length, round input             1.10 angstrom
nitrogen-14 mass                     14.003 u
rotational constant B                1.9898 cm^-1
free-rotor partition function        174.65 (no unit)
same, level sum                      174.81 (no unit)
one libration, kT/w                  6.9503 (no unit)
two librations, classical            48.307 (no unit)
same, level sum                      48.224 (no unit)
HARMONIC SOLUBILITY RATIO R          0.2766 (no unit)
R from level sums                    0.2759 (no unit)
R from canonical site-gas sum        0.2760 (no unit)
wrong R, symmetry number omitted     0.1383 (no unit)
PBE0/def2-TZVP bond length           1.0900 angstrom
R with PBE0 bond length              0.2817 (no unit)
angular stiffness K                  2512.8 cm^-1/rad^2
rms angle per direction, harmonic    30.1 degrees
barrier V0 of sin^2 potential        0.1558 eV
barrier over kT, a                   1.8076 (no unit)
lowest excitation, hindered rotor    97.95 cm^-1
hindered-rotor ratio, classical      0.3508 (no unit)
hindered-rotor ratio, quantum        0.3507 (no unit)
hindered over harmonic ratio         1.268 (no unit)
ratio at fixed mean energy           1.171 (no unit)
w = 80 cm^-1: harmonic, hindered R  0.4322, 0.4926 (no unit)
w = 120 cm^-1: harmonic, hindered R  0.1921, 0.2456 (no unit)
T = 800 K: harmonic, hindered R  0.2213, 0.2843 (no unit)
T = 1200 K: harmonic, hindered R  0.3319, 0.4083 (no unit)
temperature where harmonic R = 1     3615 K
gas pressure                         760 Torr
gas density                          7.339e+18 cm^-3
site density, model input            2.0e+21 cm^-3
cage wavenumber, model input         100 cm^-1
thermal wavelength                   0.01043 nm
effective free volume per site       3.812e-04 nm^3
solubility, free rotor               5.595e+15 cm^-3
solubility, harmonic librator        1.548e+15 cm^-3
solubility, hindered rotor           1.963e+15 cm^-3
fraction of sites filled, free rotor 2.80e-06 (no unit)
```
